\section*{The Spurious Field of a Periodic Dipolar Slab and Its Correction, part 2}

A neutral slab with different faces, repeated along its normal $z$ with period $L$, has a spurious electric field in the vacuum between the copies. The aim is to remove it and recover the isolated slab.

Hartree atomic units are used, with charge in units of $e$. The total charge density averaged over planes parallel to the surface is $\rho(z)$, with nuclei positive and electrons negative. One slab occupies $a<z<b$ inside the cell $-L/2<z<L/2$, whose boundary lies in vacuum. Its dipole per area is $m=\int z\rho\,dz$. If the cell is cut inside the slab, this integral measures the local field at the cut instead. The potential $\phi$ is that felt by a positive unit charge, so an electron has the potential energy $-\phi$, and the field is $E=-d\phi/dz$. Poisson's equation is
\begin{equation}
\phi''(z)=-4\pi\rho(z).
\label{eq:poisson}
\end{equation}
The isolated slab has the potential $\phi_{\rm iso}$, equal to $2\pi m$ for $z>b$ and $-2\pi m$ for $z<a$:
\begin{equation}
\Delta\phi=\phi_{\rm iso}(z>b)-\phi_{\rm iso}(z<a)=4\pi m .
\label{eq:step}
\end{equation}
With the same density, the periodic potential is
\begin{equation}
\phi_{\rm per}(z)=\phi_{\rm iso}(z)-\frac{4\pi m}{L}z+B ,
\label{eq:per}
\end{equation}
where $B$ is a constant. The added field is
\begin{equation}
E_{\rm sp}=+\frac{4\pi m}{L}.
\label{eq:field}
\end{equation}

Lateral structure gives components with reciprocal vectors $\mathbf g\neq0$ of the surface lattice, which decay exponentially into the vacuum.

The worked slab, also called the first example, has two Gaussian charge sheets: $+0.005\ e/\text{bohr}^2$ at $z=1$ bohr with width (standard deviation) 0.8 bohr, and $-0.005\ e/\text{bohr}^2$ at $z=-1$ bohr with width 1.2 bohr. Thus $m=0.010\ e/\text{bohr}$.

The laterally structured array has a square surface cell of side 6 bohr, with Gaussian charges $+0.18\,e$ and $-0.18\,e$ at different lateral positions and at heights 1 and $-1$ bohr. It has the same $m$ and is computed with a three-dimensional Fourier sum.

\subsection{A dipole sheet in the vacuum}

The field is proportional to the total dipole in the cell. It can therefore be removed by adding an object of dipole $-m$ per area, placed where it does not disturb the slab. Take a thin sheet at $z_d$ in the vacuum above the slab, $b<z_d<L/2$, with charge density
\begin{equation}
\rho_s(z)=m\,\delta'(z-z_d).
\label{eq:sheet}
\end{equation}
This is the limit of two charged planes a small distance $h$ apart, with charge $+m/h$ on the lower plane and $-m/h$ on the upper one when $m>0$. Its total charge is zero. Its moment, by parts, is
\begin{equation}
\int z\,m\,\delta'(z-z_d)\,dz=-m\int\delta(z-z_d)\,dz=-m .
\label{eq:sheetmoment}
\end{equation}

The periodic potential $\phi_s$ of the sheet follows from $\phi_s''=-4\pi m\,\delta'(z-z_d)$. One integration gives
\begin{equation}
\phi_s'(z)=-4\pi m\,\delta(z-z_d)+S ,
\label{eq:sheetslope}
\end{equation}
with a constant $S$. The potential jumps by $-4\pi m$ at the sheet and has the slope $S$ elsewhere. Its total change over one period must vanish, so $SL-4\pi m=0$ and $S=4\pi m/L$. With the average set to zero, the result is the sawtooth
\begin{equation}
\phi_s(z)=4\pi m\left[\frac{z-z_d}{L}-\frac12\right],\qquad 0<z-z_d<L .
\label{eq:sawtooth}
\end{equation}

The slab lies below the sheet. To use \eqref{eq:sawtooth} there, replace $z$ by $z+L$, which periodicity permits. For $-L/2<z<z_d$ this gives
\begin{equation}
\phi_s(z)=4\pi m\left[\frac{z-z_d}{L}+\frac12\right].
\label{eq:sawbelow}
\end{equation}
Adding \eqref{eq:per}, the two terms linear in $z$ cancel:
\begin{equation}
\phi_{\rm per}+\phi_s=\phi_{\rm iso}+B',\qquad
B'=B+4\pi m\left(\frac12-\frac{z_d}{L}\right).
\label{eq:restored}
\end{equation}
The slab and the vacuum on both of its sides, up to the sheet, have the isolated potential apart from a constant. Between the sheet and the top of the cell, \eqref{eq:sawtooth} applies directly, and the potential is lower by $4\pi m$:
\begin{equation}
\phi_{\rm per}+\phi_s=2\pi m-4\pi m+B'=-2\pi m+B' .
\label{eq:beyond}
\end{equation}
This is the level below the next slab. The sheet thus concentrates at one plane the fall that periodicity had spread over the whole cell.

In the worked slab with $L=40$ bohr, a narrow charge layer of finite width is placed at 15 bohr. The potential difference between $z=10$ and $z=-10$ bohr rises from 0.06283 to 0.12566 Ha/$e$, the full step \eqref{eq:step}. The jump across the layer is $-0.12566$ Ha/$e$.

The position $z_d$ enters \eqref{eq:restored} through the constant alone, provided that the sheet is in vacuum. If it is moved into the slab, the outer fields still vanish, because the total dipole is still zero. The jump then falls between the two vacuum regions of the same slab, and their potential difference becomes $4\pi m-4\pi m=0$. The numerical check with the layer at $z=0$ gives this zero. Charge on opposite sides of such a sheet would also see a false potential step.

\subsection{The energy correction}

The electrostatic energy per area of the periodic system, for one slab, is $\frac12\int\rho\,\phi_{\rm per}\,dz$. This is the part due to the plane average, which carries the long-range error. Insert \eqref{eq:per}. The constant $B$ multiplies the total charge and drops out, leaving
\begin{align}
U_{\rm per}&=\frac12\int\rho\,\phi_{\rm iso}\,dz
-\frac12\,\frac{4\pi m}{L}\int z\rho\,dz\nonumber\\
&=U_{\rm iso}-\frac{2\pi m^2}{L}.
\label{eq:energy}
\end{align}
At fixed density, the periodic energy is too low for either sign of $m$, because the spurious field always points along the dipole. The corrected energy is
\begin{equation}
U_{\rm corr}=U_{\rm per}+\frac{2\pi m^2}{L}=U_{\rm iso}.
\label{eq:corrected}
\end{equation}

The added term equals $\frac12\int\rho\,\phi_s\,dz$, half the energy of the slab in the potential of the sheet. The half is needed because the sheet is not a fixed external object: its strength follows $m$. This can be confirmed by changing the density by a small neutral amount $\delta\rho$, with a corresponding change $\delta\phi$ of the periodic potential. First,
\begin{equation}
\delta U_{\rm per}=\frac12\int\left(\phi_{\rm per}\,\delta\rho+\rho\,\delta\phi\right)dz .
\label{eq:variation}
\end{equation}
The two terms are equal. By Poisson's equation and two integrations by parts, whose boundary terms cancel by periodicity,
\begin{align}
\int\rho\,\delta\phi\,dz
&=-\frac1{4\pi}\int\phi_{\rm per}''\,\delta\phi\,dz\nonumber\\
&=-\frac1{4\pi}\int\phi_{\rm per}\,\delta\phi''\,dz
=\int\phi_{\rm per}\,\delta\rho\,dz .
\label{eq:reciprocity}
\end{align}
Since $\delta m=\int z\,\delta\rho\,dz$, the added term changes by $(4\pi m/L)\,\delta m$, and
\begin{equation}
\delta U_{\rm corr}=\int\left[\phi_{\rm per}(z)+\frac{4\pi m}{L}z\right]\delta\rho(z)\,dz .
\label{eq:derivative}
\end{equation}
The bracket is the corrected potential up to a constant, which a neutral change does not feel. Energy and potential are therefore consistent. Had the full interaction $4\pi m^2/L$ been added to the energy, the added term would have contributed $8\pi mz/L$ to the bracket, twice the required correction to the potential.

The same term contributes to the forces. Let the surface cell have area $\mathcal A$, so that the correction per cell is $2\pi\mathcal A m^2/L$. A nucleus of charge $Z$ at height $z_I$ contributes $Zz_I/\mathcal A$ to $m$. At fixed electron density the added force is
\begin{equation}
F_I=-\frac{\partial}{\partial z_I}\frac{2\pi\mathcal A m^2}{L}
=-\frac{4\pi\mathcal A m}{L}\,\frac{Z}{\mathcal A}
=-\frac{4\pi m}{L}Z .
\label{eq:force}
\end{equation}
It cancels the force $ZE_{\rm sp}$ of the spurious field.

For the worked slab at $L=40$ bohr, the energy error is
\begin{equation}
-\frac{2\pi(0.010)^2}{40}=-1.571\times10^{-5}\ \text{Ha/bohr}^2 .
\label{eq:energynumber}
\end{equation}
The isolated electrostatic energy of this model, including the self-energy of the Gaussian sheets, is $1.540\times10^{-4}$ Ha/bohr$^2$. The error is thus about 10\% of it. The corrected energy agrees with the isolated one to the printed accuracy.

The laterally structured array gives a check that does not need the isolated energy. Its area is 36 bohr$^2$, and \eqref{eq:energy} predicts
\begin{align}
U(24)-U(48)&=-2\pi(0.010)^2\times36\left(\frac1{24}-\frac1{48}\right)\nonumber\\
&=-4.71\times10^{-4}\ \text{Ha}
\label{eq:arrayenergy}
\end{align}
per surface cell, where the arguments are periods in bohr. The three-dimensional sum gives the same value.

\subsection{When the density responds}

Up to this point the density was held fixed. In a self-consistent calculation the electrons respond to the spurious field, and $m$ changes. Equation \eqref{eq:per} still holds for the density finally reached. It says that the periodic slab is in the same situation as an isolated slab in an external field $4\pi m/L$. Let $m_0$ be the dipole of the isolated slab without a field, and $\alpha$ the dipole per area induced by a unit external field. To leading order in the field,
\begin{equation}
m=m_0+\alpha E_{\rm sp}=m_0+\frac{4\pi\alpha}{L}m .
\label{eq:feedback}
\end{equation}
Collecting the terms in $m$ gives
\begin{equation}
m=\frac{m_0}{1-4\pi\alpha/L},\qquad L>4\pi\alpha .
\label{eq:enhanced}
\end{equation}
The field enlarges the dipole that causes it. Applying \eqref{eq:corrected} afterwards to the uncorrected density would remove the direct electrostatic error, but would leave the density polarized. Including the sheet while the density is determined removes this polarization as well.

A uniform dielectric slab of thickness $d$ and constant $\varepsilon$ gives $\alpha$ explicitly. An external normal field $F$ becomes $F/\varepsilon$ inside, because the displacement is continuous. The polarization is $(F-F/\varepsilon)/4\pi$, and multiplication by $d/F$ gives the induced dipole per area and field:
\begin{equation}
4\pi\alpha=d\left(1-\frac1\varepsilon\right).
\label{eq:alpha}
\end{equation}
This is smaller than $d$, and hence smaller than $L$, so the condition in \eqref{eq:enhanced} is met in this model. The vacuum field becomes
\begin{equation}
E_{\rm sp}=\frac{4\pi m}{L}=\frac{4\pi m_0}{L-d(1-1/\varepsilon)} .
\label{eq:dielectricfield}
\end{equation}
For $\varepsilon\to\infty$ the denominator is the gap width $L-d$: a perfectly screening slab has no spurious field inside, and the fall takes place in the vacuum alone. There is no conflict with \eqref{eq:field}, which contains the actual dipole $m$ and not $m_0$.

As an example, take $d=12$ bohr, $\varepsilon=5$ and $L=40$ bohr, with the dielectric filling $|z|<6$ bohr and the two Gaussian sheets of the first example moved up by 7 bohr, so that the negative sheet is centred on the upper surface at 6 bohr and the positive one lies outside it at 8 bohr. Then $4\pi\alpha=12\times0.8=9.6$ bohr, and the predicted enhancement is
\begin{equation}
\frac{m}{m_0}=\frac1{1-9.6/40}=\frac1{0.76}=1.316 .
\label{eq:ratio}
\end{equation}
The finite-difference solution gives $m_0=0.00809\ e/\text{bohr}$ for the isolated slab and $m=0.01065\ e/\text{bohr}$ for the uncorrected periodic one, in the same ratio. The dipole is 32\% too large relative to its isolated value.

\subsection{Updating the sheet}

The required sheet strength is not known in advance. Suppose that the sheet has dipole $-\mu$ at some stage. The total dipole of the cell is $m-\mu$, so the slab feels the field $4\pi(m-\mu)/L$. With $\lambda=4\pi\alpha/L$,
\begin{equation}
m=m_0+\lambda(m-\mu)
\quad\Longrightarrow\quad
m-m_0=-\frac{\lambda}{1-\lambda}(\mu-m_0).
\label{eq:update}
\end{equation}
The second form follows by collecting $m$, which gives $(1-\lambda)m=m_0-\lambda\mu$, and then subtracting $(1-\lambda)m_0$ from both sides. At self-consistency $\mu=m$. The field then vanishes, and the first form gives $m=m_0$.

If the density is converged for each $\mu$ and the new $\mu$ is set equal to the resulting $m$, every update multiplies the error by $-\lambda/(1-\lambda)$. The error alternates in sign and shrinks if $\lambda<\frac12$, that is, if $L>8\pi\alpha$. In the dielectric example $\lambda=0.24$ and the factor is $-0.32$. The iteration converges to $0.00809\ e/\text{bohr}$, the isolated value. For a thinner vacuum the update can be damped by taking $\mu_{\rm new}=(1-\beta)\mu+\beta m$. Subtracting $m_0$ and using \eqref{eq:update} gives
\begin{equation}
\mu_{\rm new}-m_0=\left(1-\frac{\beta}{1-\lambda}\right)(\mu-m_0),
\label{eq:damping}
\end{equation}
which converges for $0<\beta<2(1-\lambda)$ when $\lambda<1$. These factors belong to the linear model with a fully converged density at each update. A calculation that changes density and sheet together has its own convergence behaviour.

\subsection{Conditions of validity}

Neutrality is essential. If the slab has charge $Q$ per area, integration of \eqref{eq:poisson} over it gives a slope difference of $-4\pi Q$ between its two sides. No periodic potential exists without a compensating charge, and the moment depends on the origin. A dipole sheet alone cannot repair this.

The density must also be negligible at the sheet and at the plane where the cell is cut; otherwise the moment and the potential step lose their meaning, as shown above. The gap must be wide enough for the components with $g\neq0$ to decay, since the sheet acts on the plane average and leaves their interaction untouched.

Finally, the correction aims at a slab without an external field. If a field $F$ is wanted, the sheet should leave a net dipole in the cell. Setting $4\pi(m-\mu)/L=F$ gives
\begin{equation}
\mu=m-\frac{LF}{4\pi},
\label{eq:applied}
\end{equation}
and the sheet of dipole $-\mu$ then produces the chosen field in the vacuum in place of the one imposed by periodicity. The slab now feels the isolated potential plus $-Fz$, so the energy per area consistent with this potential is \eqref{eq:corrected} plus $-Fm$, and each nucleus feels the force $ZF$ in addition to \eqref{eq:force}. The field cannot be made arbitrarily large: on one side the potential energy of an electron falls towards the sheet by $|F|$ times the distance from the face. This fall should stay below the work function of that face; otherwise electrons can collect in the vacuum next to the sheet, where the density was required to be negligible.

\section*{Calculated quantities}
\begin{verbatim}
Gaussian sheets: charge per area +/- 0.005 e/bohr^2
centres: 1.0 and -1.0 bohr; widths: 0.8 and 1.2 bohr
L = 20 bohr: vacuum field = 6.283185e-03 Ha/(e bohr)
   energy error per area = -3.141593e-05 Ha/bohr^2
L = 40 bohr: vacuum field = 3.141593e-03 Ha/(e bohr)
   energy error per area = -1.570796e-05 Ha/bohr^2
L = 80 bohr: vacuum field = 1.570796e-03 Ha/(e bohr)
   energy error per area = -7.853982e-06 Ha/bohr^2
dipole per area m = 0.010000 e/bohr
isolated step = 0.125664 Ha/e = 3.4195 V
L = 40 bohr: spurious field = 0.16155 V/angstrom
potential(10 bohr) - potential(-10 bohr), no sheet: 0.062832 Ha/e
same difference with sheet at 15 bohr: 0.125664 Ha/e
potential jump across the sheet: -0.125664 Ha/e
same difference with sheet at 0 bohr: 0.000000 Ha/e
moment from a window cut at z = 0: -0.128 e/bohr
isolated energy per area: 1.54018525e-04 Ha/bohr^2
corrected energy per area: 1.54018525e-04 Ha/bohr^2
3D array: side 6.0 bohr, charges +/-0.18 e, width 0.8 bohr
3D array: positions (bohr) [0.0, 0.0, 1.0] [2.0, 1.0, -1.0]
3D array: m = 0.010000 e/bohr; L = 48 bohr, height 20 bohr
   field above two sites: 2.617994e-03, 2.617994e-03 Ha/(e bohr)
   energy(L=24) - energy(L=48) = -4.712389e-04 Ha per cell
dielectric slab: epsilon = 5.0, thickness = 12.0 bohr
   period = 40 bohr; Gaussian sheets shifted by 7 bohr
   polarizability per area alpha = 0.763944 bohr
   4 pi alpha = 9.6000 bohr
   isolated dipole per area = 0.008093 e/bohr
   periodic dipole, no sheet = 0.010648 e/bohr
   ratio periodic/isolated = 1.31579
   periodic vacuum field = 3.345187e-03 Ha/(e bohr)
   dipole with self-consistent sheet = 0.008093 e/bohr
\end{verbatim}
